# A ring of lamps with zero quadratic irradiance variation at wafer centre

## Four lamps and one direction

Four equal lamps hang at height $h$ above a flat horizontal wafer. Seen from above, they stand at $(\pm R,0)$ and $(0,\pm R)$, with the wafer centre at the origin. Each is a point that radiates power $P$ equally in all directions. Only light that travels straight from lamp to wafer is counted.

One lamp sends $P/4\pi$ into each unit of solid angle. A small wafer patch of area $dA$ at distance $d$ subtends the solid angle $dA\cos\theta/d^2$, where $\theta$ is the angle between the ray and the vertical. Since $\cos\theta=h/d$, the irradiance, or power per unit wafer area, is

$$E_1=\frac{P}{4\pi}\frac{h}{d^3}. \qquad (1)$$

Now move from the centre to the point $(x,0)$. The two lamps on the $y$ axis are both at squared distance $D^2+x^2$, where $D^2=h^2+R^2$. Together they contribute

$$2(D^2+x^2)^{-3/2}=\frac{2}{D^3}-\frac{3x^2}{D^5}+O(x^4)$$

to the sum of $1/d^3$. Their light weakens because both lamps recede.

The two lamps on the $x$ axis are at horizontal distances $R-x$ and $R+x$. With $g(s)=(h^2+s^2)^{-3/2}$, their odd terms cancel and

$$g(R-x)+g(R+x)=2g(R)+g''(R)\,x^2+O(x^4).$$

Differentiation gives $g'(s)=-3s(h^2+s^2)^{-5/2}$, and then

$$g''(R)=-\frac{3}{D^5}+\frac{15R^2}{D^7}.$$

This is positive when $5R^2>D^2$, that is, when $R>h/2$. The approaching lamp then gains more than the receding lamp loses. The sum over all four lamps is

$$\sum\frac1{d^3}=\frac4{D^3}+x^2\left(\frac{15R^2}{D^7}-\frac6{D^5}\right)+O(x^4).$$

The quadratic term vanishes when $15R^2=6D^2=6h^2+6R^2$, hence when $R^2=2h^2/3$. It remains to be shown that this holds in every direction and for other numbers of lamps.

## First derivation: expand the distance to each lamp

Let $N$ equal lamps be evenly spaced on the ring. A wafer point has polar coordinates $(r,\psi)$, and $\phi_k=2\pi k/N-\psi$ is its angle from lamp $k$. The cosine rule gives

$$d_k^2=D^2+r^2-2Rr\cos\phi_k=D^2(1+u_k),\qquad u_k=\frac{r^2-2Rr\cos\phi_k}{D^2}.$$

Because $u_k$ is of first order in $r$, all terms through $r^2$ are contained in

$$(1+u_k)^{-3/2}=1-\frac32u_k+\frac{15}{8}u_k^2+O(r^3),$$

with $u_k^2=4R^2r^2\cos^2\phi_k/D^4+O(r^3)$. Writing $\langle\cdots\rangle$ for the mean over the lamps, the total irradiance is

$$E=\frac{NPh}{4\pi D^3}\left[1+\frac{3Rr}{D^2}\langle\cos\phi\rangle-\frac{3r^2}{2D^2}+\frac{15R^2r^2}{2D^4}\langle\cos^2\phi\rangle+O(r^3)\right]. \qquad (2)$$

The two means follow from geometric sums. For an integer $m$,

$$\sum_{k=0}^{N-1}e^{2\pi imk/N}=\frac{e^{2\pi im}-1}{e^{2\pi im/N}-1}=0$$

unless $m$ is a multiple of $N$, when the denominator is zero and the sum is $N$. With $m=1$, $\langle\cos\phi\rangle=0$ for $N\ge2$. Since $\cos^2\phi=\frac12(1+\cos2\phi)$, the case $m=2$ gives $\langle\cos^2\phi\rangle=\frac12$ for $N\ge3$, whatever the direction $\psi$. Therefore $E=E_0[1+c_2r^2+O(r^3)]$, where $E_0$ is the central irradiance and

$$c_2=-\frac3{2D^2}+\frac{15R^2}{4D^4}
=\frac{-6(h^2+R^2)+15R^2}{4D^4}
=\frac{9R^2-6h^2}{4(h^2+R^2)^2}. \qquad (3)$$

The denominator is positive, so for $N\ge3$ the quadratic term vanishes in every direction if and only if

$$R=h\sqrt{\frac23}. \qquad (4)$$

A smaller ring gives $c_2<0$, a dome of light. A larger one gives $c_2>0$, a dish. As $R\to0$ all lamps merge above the centre and $c_2\to-3/(2h^2)$. For $R\gg h$, $c_2\to9/(4R^2)$, because points away from the centre gain more from near lamps than they lose from far ones.

Two lamps are not enough. For $N=2$, with $\psi$ measured from the line through the lamps, $\langle\cos^2\phi\rangle=\frac12(1+\cos2\psi)$. Condition (4) removes the part independent of direction but leaves

$$\frac{15R^2r^2}{4D^4}\cos2\psi=0.9\left(\frac rh\right)^2\cos2\psi,$$

since then $R^2/D^2=2/5$ and $D^2=5h^2/3$. This is a saddle.

Three lamps remove the saddle but leave a cubic term. The next term of the binomial series is $-\frac{35}{16}u^3$, which contains $\frac{35}{2}R^3r^3\cos^3\phi/D^6$. The cubic part of $u^2$ is proportional to $\cos\phi$ and averages to zero. From $\cos^3\phi=\frac14(3\cos\phi+\cos3\phi)$, the surviving relative term is

$$\frac{35R^3r^3}{8D^6}\cos3\psi=0.514\left(\frac rh\right)^3\cos3\psi$$

at the null, with $\psi$ measured from a lamp.

## Second derivation: use the light on the axis

Let $z$ be the depth below the lamp plane, so that the wafer lies at $z=h$. Consider the irradiance on a horizontal surface at any depth. For one lamp it is proportional to

$$\frac z{d^3}=-\frac{\partial}{\partial z}\frac1d.$$

Away from the lamp, $1/d$ satisfies Laplace's equation. Differentiation with respect to $z$ commutes with the Laplacian, so $z/d^3$ satisfies it too.

Average this function over the azimuth of the lamp on the ring and call the result $G(r,z)$. It is smooth near the axis and depends on direction through $r$ alone, so it has even powers only:

$$G(r,z)=\sum_{k=0}^{\infty}a_k(z)r^{2k},\qquad a_0(z)=F(z)=\frac z{(z^2+R^2)^{3/2}}.$$

In cylindrical coordinates Laplace's equation reads

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial G}{\partial r}\right)+\frac{\partial^2G}{\partial z^2}=0.$$

The radial operator turns $r^{2k}$ into $4k^2r^{2k-2}$. Equating the coefficient of $r^{2k-2}$ to zero gives $4k^2a_k+a_{k-1}''=0$, and repeated use of this relation yields

$$a_k(z)=\frac{(-1)^k}{4^k(k!)^2}F^{(2k)}(z). \qquad (5)$$

In particular, $a_1=-F''/4$. The quadratic variation across the wafer is thus fixed by the curvature of the on-axis irradiance with depth. Differentiating twice,

$$F'=\frac{R^2-2z^2}{(z^2+R^2)^{5/2}},$$

$$F''=\frac{-4z(z^2+R^2)-5z(R^2-2z^2)}{(z^2+R^2)^{7/2}}
=\frac{z(6z^2-9R^2)}{(z^2+R^2)^{7/2}}.$$

At $z=h$, $-F''/(4F)$ reproduces (3), and $F''=0$ gives (4). With the ring fixed, the on-axis irradiance is greatest at depth $R/\sqrt2$. The null lies farther down, at the inflexion $z=R\sqrt{3/2}$.

For separate lamps, symmetry supplies the missing step. Turning the pattern by $2\pi/N$ leaves it unchanged, so its angular harmonics have orders $0,N,2N,\ldots$. A smooth quadratic term contains orders 0 and 2 alone. For $N\ge3$ order 2 is absent, and the azimuthal mean determines the whole quadratic term.

The same recursion gives the first variation that remains in the azimuthal mean. Two more derivatives are

$$F'''=\frac{-24z^4+72R^2z^2-9R^4}{(z^2+R^2)^{9/2}},$$

$$F''''=\frac{15z(8z^4-40R^2z^2+15R^4)}{(z^2+R^2)^{11/2}}.$$

At the null, $R^2=2h^2/3$ makes the last bracket $(8-80/3+20/3)h^4=-12h^4$. Hence

$$\frac{F''''}{F}=-\frac{180h^4}{D^8}=-180\left(\frac35\right)^4\frac1{h^4}.$$

Equation (5) divides this by $4^2(2!)^2=64$, so the azimuthal mean is

$$\bar E=E_0\left[1-\frac{729}{2000}\left(\frac rh\right)^4+O\!\left(\frac{r^6}{h^6}\right)\right]. \qquad (6)$$

The centre is a flat maximum of this mean. The wafer as a whole is not uniformly lit.

## What the two derivations assume

Both use equal, isotropic point lamps, direct light and a wafer parallel to the ring. They use isotropy differently.

The first derivation needs only the dependence of a lamp's irradiance on horizontal distance. It can therefore be repeated for another lamp. Let that dependence be $f(s)$. Near the centre,

$$s=R-r\cos\phi+\frac{r^2\sin^2\phi}{2R}+O(r^3).$$

Insert this in the Taylor series of $f$ about $R$ and average over $\phi$. For $N\ge3$ the squares of sine and cosine both average to $\frac12$, so the mean coefficient of $r^2$, which is $f(R)$ times the relative coefficient $c_2$, is

$$\frac14\left[f''(R)+\frac{f'(R)}R\right]. \qquad (7)$$

The second derivation needs more: the irradiance must obey Laplace's equation. In return it gives every order of the azimuthal mean from the light on the axis.

A thin vertical filament shows the difference. Take its intensity proportional to the sine of the angle from its axis, which is $s/d$. Then $f\propto hs/A^2$, where $A=h^2+s^2$, and

$$f'\propto h\left(\frac1{A^2}-\frac{4s^2}{A^3}\right),\qquad
f''\propto h\left(-\frac{12s}{A^3}+\frac{24s^3}{A^4}\right).$$

Thus $f''+f'/s\propto h(A^2-16s^2A+24s^4)/(sA^4)$. With $x=R^2/h^2$, the null condition is

$$(1+x)^2-16x(1+x)+24x^2=9x^2-14x+1=0.$$

Its roots give $R/h=0.274$ and $1.217$. The axial method would give a wrong answer here. The on-axis function $zR/(z^2+R^2)^2$ has second derivative $12Rz(z^2-R^2)/(z^2+R^2)^4$, whose zero is at $R=z$. The filament's irradiance is not harmonic, so its axial inflexion does not locate the null.

## A 100 mm wafer under 24 lamps

Take $h=100$ mm, wafer radius $a=50$ mm and 24 lamps radiating 1000 W each. Equation (4) gives $R=100\sqrt{2/3}=81.65$ mm. At the null $h/D^3=(3/5)^{3/2}/h^2$, and therefore

$$E_0=\frac{24\times1000\ \mathrm W}{4\pi(0.100\ \mathrm m)^2}\left(\frac35\right)^{3/2}
=8.88\ \mathrm{W/cm^2}.$$

At the edge $r/h=0.5$, and the quartic term is $-0.3645\times0.5^4=-2.28\%$ of $E_0$. The sextic term, with coefficient $0.0832$, changes the sum to $-2.15\%$. The full ring average gives $-2.11\%$. The wafer receives 692 W, or 2.9% of the radiated lamp power.

The central null is not the best setting for this finite wafer. With height fixed and ring radii from 75 to 100 mm, the smallest difference between greatest and least irradiance on the wafer occurs at $R=88.25$ mm. It is 0.49% of the central value, against 2.11% at the null. For this larger ring, (3) gives $c_2h^2=0.080$, so the quadratic term adds about 2.0% at the edge and cancels the fall from higher orders there. Edge and centre are then equally bright, and the 0.49% is the height of the maximum between them. Wider rings are at first worse: the difference is about 8% at $R=150$ mm. Since $c_2\to9/(4R^2)$ it falls again, but it drops below 0.49% only beyond about $R=1.06$ m, where the central irradiance is 0.2% of that of the 88.25 mm ring.

For a temperature estimate, let the wafer be opaque and grey, with equal absorptance and emissivity $\varepsilon$. It absorbs on its upper face and radiates from both faces to cold surroundings:

$$\varepsilon E=2\varepsilon\sigma T^4,\qquad T=\left(\frac E{2\sigma}\right)^{1/4},$$

where $\sigma$ is the Stefan–Boltzmann constant. The centre reaches 941 K. Since $\delta T/T\approx\delta E/(4E)$, the 2.11% fall in light makes the edge about 5 K cooler if each point is in local balance.

## Real furnaces and the neglected effects

The central temperature, about 670 °C, lies in the rough range of 600 to 700 °C typical of the first anneal of titanium silicide. Kilowatt lamps are realistic, but a 100 mm wafer is small by present production standards, and a single ring without reflectors is a simplification. Real tungsten lamps break the assumption of isotropy. With the vertical-filament pattern above and the same ring, the edge irradiance is 14.7% below the centre instead of 2.1%. Equation (4) is therefore a starting point for design with nearly isotropic sources and little reflected light, not a rule for lamps in general.

Reflectors matter as well. A flat mirror 20 mm above the lamps, with reflectance 0.90, creates an image ring at height 140 mm. That image would need a radius of 114 mm for its own null, so at 81.65 mm it adds a dome. The central irradiance rises by a factor of 1.64, the edge fall becomes 3.5%, and the combined null moves to $R=89.9$ mm. Light reflected once by the wafer and returned by the mirror adds a further 1.5% of the mirrored central value at the edge and nothing within about 4 mm of the centre, for specular reflection and a wafer reflectance of 0.3.

Other optical changes are taken one at a time, without the mirror. A vertical line source 20 mm long, centred at the lamp height and with each point radiating isotropically, gives an edge fall of 1.9%. The angle-dependent absorption of bare silicon, with a rough refractive index of 3.7, leaves it at 2.1%. Raising the lamps by 1 mm at fixed $R$ makes it 2.3%. One lamp 10% weak tilts the irradiance by 0.58% of $E_0$ between opposite edges. The ripple around the edge is negligible for 24 lamps, but it is 0.14% of $E_0$ for six and 9.3% for three.

Heat flow changes the temperature profile without changing the irradiance result. For a thickness $t=525$ µm, a rough conductivity $\kappa=30$ W/(m K) and $\varepsilon=0.7$, a small temperature deviation $\vartheta$ obeys $\kappa t\nabla^2\vartheta=8\varepsilon\sigma T^3\vartheta$ in the absence of a source variation. The smoothing length is thus $\sqrt{\kappa t/(8\varepsilon\sigma T^3)}=7.7$ mm. Conduction alone reduces the centre-to-edge difference from 5 K to about 3 K. Radiation from the rim, partly repaid by lamp light falling on it, then raises the difference to 9.5 K. The rim alone, under uniform light on the face, gives 6.6 K, more than the uneven light itself produces. The total depends on the rough inputs: it moves between about 9 and 10 K for $\kappa$ from 34 to 25 W/(m K), and is 8.9 K for $\varepsilon=0.6$.

Gas at 300 K with a rough heat-transfer coefficient of 10 W/(m² K) on both faces lowers the central temperature to 892 K at fixed lamp power. At the centre, the thermal radiation returned by the mirror would be about 3.7% of the upper face's emission per unit area. Spectral dependence, partial transparency and patterned films are left out; their effects on temperature have not been estimated here. The numerical output lists the values used in this example.

## Computed results

```
null ring radius / height, found numerically: 0.816497
sqrt(2/3): 0.816497
quartic coefficient of r/h: -0.3645
sextic coefficient of r/h: 0.0832
three lamps, cubic coefficient toward a lamp: 0.5144
vertical filament null R/h, inner: 0.2740
vertical filament null R/h, outer: 1.2168
lamp height: 100 mm; wafer radius: 50 mm
lamps: 24; radiated power each: 1000 W
ring radius at null: 81.65 mm
central irradiance: 8.876 W/cm2
edge change, quartic term only: -2.278 %
edge change, through sextic term: -2.148 %
edge change, full ring: -2.110 %
power reaching wafer: 692.1 W
share of lamp power: 2.88 %
ring radius of smallest spread: 88.25 mm
spread there: 0.488 %; at null: 2.110 %
central temperature, radiation only: 940.6 K
edge temperature, local balance: 935.6 K
--- neglected optical effects ---
edge change, vertical filament: -14.72 %
filament length: 20 mm
edge change, isotropic line of that length: -1.912 %
mirror gap: 20 mm; reflectance: 0.90
central irradiance gain from mirror: 1.637
edge change with mirror: -3.46 %
null ring radius with mirror: 89.90 mm
wafer-mirror return at centre: 0.00 % of mirrored E0
wafer-mirror return at edge: 1.52 % of mirrored E0
refractive index for absorption: 3.7
edge change of absorbed light, bare silicon: -2.130 %
edge ripple with 3 lamps: 9.32e+00 %
edge ripple with 6 lamps: 1.39e-01 %
edge ripple with 24 lamps: 5.20e-13 %
edge-to-edge tilt, one lamp 10 % weak: 0.579 %
edge change, lamps 1 mm too high: -2.304 %
--- neglected thermal effects ---
wafer thickness: 525 um; emissivity: 0.7
thermal conductivity: 30 W/(m K)
conduction smoothing length: 7.72 mm
with conduction: centre 940.4 K, edge 937.5 K
lamp light on rim: 0.922 W/cm2
with conduction and rim: centre 940.4 K, edge 930.9 K
gas coefficient: 10 W/(m2 K); gas: 300 K
central temperature with gas cooling: 892.1 K
thermal light returned by mirror: 3.74 % of top-face emission
```
